# Photoemission linewidths from hole and photoelectron widths

## 1. Definitions and conventions

A photon of energy $\hbar\omega$ lifts an electron out of an occupied band of a crystal, and the electron is detected in vacuum with kinetic energy $E$. The measured line is the intensity $I(E)$ at fixed $\hbar\omega$. All energies are counted from the vacuum level. The wavevector has a part $k_\parallel$ along the surface, which is conserved when the electron leaves, and a part $k_\perp$ along the outward normal, which is not.

The band that receives the hole is $E_i(k_\parallel,k_\perp)$, and the band of the photoelectron inside the crystal is $E_f(k_\parallel,k_\perp)$. For $j=i,f$ the group velocities are
$$\hbar v_{j\perp}=\frac{\partial E_j}{\partial k_\perp},\qquad \hbar v_{j\parallel}=\frac{\partial E_j}{\partial k_\parallel}, \tag{1}$$
the second being taken along the direction of $k_\parallel$. The photoelectron moves outward, so $v_{f\perp}>0$, while $v_{i\perp}$ may have either sign.

Every width is a full width at half maximum (FWHM). The hole width $\Gamma_i$ enters through the spectral function
$$A_i(\mathbf k,\epsilon)=\frac{1}{2\pi}\,\frac{\Gamma_i}{[\epsilon-E_i(\mathbf k)]^2+\Gamma_i^2/4}. \tag{2}$$
The photoelectron width $\Gamma_f$ is defined by the decay $e^{-\Gamma_f t/\hbar}$ of its probability. Both widths are taken as constant across the line. Instrument resolution, phonon structure, the attenuation of the light in the crystal and the interaction between hole and photoelectron are left out.

## 2. The photocurrent as an integral over $k_\perp$

For undamped holes the golden rule gives $I(E)\propto\sum_i|\langle f_E|\Delta|i\rangle|^2\,\delta(E-\hbar\omega-E_i)$, where $\Delta$ is the dipole coupling. A finite hole lifetime replaces the delta function by the spectral function (2). What remains is the matrix element, which contains the damping of the photoelectron.

A state of complex energy $E_f-i\Gamma_f/2$ decays in time at the rate just defined. In a steady photocurrent, however, $E$ is real, so the wavevector $q$ must be complex:
$$E_f(q)-\tfrac{i}{2}\Gamma_f=E,\qquad q=k_f+i\kappa,\qquad E_f(k_f)=E. \tag{3}$$
To first order, $E_f(q)=E+i\hbar v_{f\perp}\kappa$, and therefore
$$\kappa=\frac{\Gamma_f}{2\hbar v_{f\perp}},\qquad \lambda\equiv\frac{1}{2\kappa}=\frac{\hbar v_{f\perp}}{\Gamma_f}. \tag{4}$$
An electron that travels a distance $d$ to the surface has its amplitude multiplied by $e^{ik_fd-\kappa d}$ and its probability by $e^{-d/\lambda}$. Thus $\lambda$ is the escape length along the normal.

Let the crystal consist of layers at $z=-na$, $n=0,1,2,\dots$. A bulk hole state has amplitude $e^{-ik_\perp na}$ on layer $n$. If the dipole element is the same for each layer and varies slowly with energy, the emission amplitude is a geometric series, convergent because $\kappa>0$:
$$M=\sum_{n=0}^{\infty}e^{i(k_f-k_\perp)na-\kappa na}=\frac{1}{1-e^{i(k_f-k_\perp)a-\kappa a}}. \tag{5}$$
It is large when $k_\perp$ equals $k_f$ up to a multiple of $2\pi/a$. Let $u$ be the distance from that point. For $|u|a,\ \kappa a\ll1$ the denominator is $(\kappa+iu)a$, so that
$$|M|^2\simeq\frac{1}{a^2(u^2+\kappa^2)}. \tag{6}$$
This is a Lorentzian of FWHM $2\kappa=1/\lambda$. The short escape length leaves $k_\perp$ undetermined by this amount.

With surface reflection of the hole neglected, different $k_\perp$ contribute independently:
$$I(E)\propto\int dk_\perp\,|M|^2\,A_i(k_\parallel,k_\perp,E-\hbar\omega), \tag{7}$$
where the integral covers one Brillouin zone.

## 3. The measured width

Let the direct transition at the line centre occur at $E=E_0$, with wavevector $(k_{\parallel0},k_{\perp0})$. Write $\delta E=E-E_0$ and $p=\hbar(k_\perp-k_{\perp0})$. During the scan $k_\parallel$ may change too, so define
$$s=\frac{dk_\parallel}{dE},\qquad D_j=1-\hbar v_{j\parallel}\,s. \tag{8}$$

Expand the energy argument of the hole spectral function to first order:
$$E-\hbar\omega-E_i=\delta E-\hbar v_{i\parallel}s\,\delta E-v_{i\perp}p=D_i\,\delta E-v_{i\perp}p. \tag{9}$$
For $v_{i\perp}\neq0$, taking out the factor $v_{i\perp}^2$ gives
$$(D_i\delta E-v_{i\perp}p)^2+\frac{\Gamma_i^2}{4}=v_{i\perp}^2\left[(p-p_i)^2+\frac{\Gamma_i^2}{4v_{i\perp}^2}\right],\quad p_i=\frac{D_i\,\delta E}{v_{i\perp}}. \tag{10}$$
As a function of $p$, the hole factor is a Lorentzian centred at $p_i$ with FWHM $\Gamma_i/|v_{i\perp}|$.

The photoelectron factor is centred where $E_f=E$. The same expansion gives $\delta E=\hbar v_{f\parallel}s\,\delta E+v_{f\perp}p_f$, hence
$$p_f=\frac{D_f\,\delta E}{v_{f\perp}}, \tag{11}$$
and by (4) and (6) its FWHM in $p$ is $2\hbar\kappa=\Gamma_f/v_{f\perp}$.

The integral (7) is now the overlap of two Lorentzians. The Fourier transform of a normalized Lorentzian of FWHM $w$ has magnitude $e^{-w|\tau|/2}$. A convolution multiplies transforms, so the widths add. The overlap is a Lorentzian in $p_i-p_f$ of FWHM $\Gamma_i/|v_{i\perp}|+\Gamma_f/v_{f\perp}$. Since $p_i-p_f$ is proportional to $\delta E$, division by the factor of proportionality gives
$$\Gamma_m=\frac{\Gamma_i/|v_{i\perp}|+\Gamma_f/v_{f\perp}}{\left|D_i/v_{i\perp}-D_f/v_{f\perp}\right|}. \tag{12}$$
Multiply numerator and denominator by $|v_{i\perp}|$ and set $r=v_{i\perp}/v_{f\perp}$:
$$\boxed{\;\Gamma_m=\frac{\Gamma_i+|r|\,\Gamma_f}{|D_i-rD_f|}\;} \tag{13}$$

The numerator says how much the two resonances are smeared, and the denominator how fast they separate as $E$ is scanned. When $k_\parallel$ is constant, $D_i=D_f=1$ and
$$\Gamma_m=\frac{v_{f\perp}\Gamma_i+|v_{i\perp}|\Gamma_f}{|v_{f\perp}-v_{i\perp}|}. \tag{14}$$
For $r<0$ the weights of $\Gamma_i$ and $\Gamma_f$ are $1/(1+|r|)$ and $|r|/(1+|r|)$. They sum to one, so $\Gamma_m$ is a true weighted mean. For $0<r<1$ they sum to $(1+r)/(1-r)>1$, because the two resonances move the same way and separate more slowly.

Equation (13) requires $v_{i\perp}$ to be nearly constant over the range of $k_\perp$ that contributes. It also fails near $D_i=rD_f$, where the resonances do not separate to first order and the neglected curvature decides the line shape.

## 4. Scan geometry

At normal emission $k_\parallel=0$ throughout, so $s=0$. The same holds at oblique emission if the angle is adjusted to keep $k_\parallel$ fixed. At a fixed polar angle $\theta$, however, $\hbar^2k_\parallel^2=2mE\sin^2\theta$. Differentiation gives $2\hbar^2k_\parallel\,dk_\parallel=2m\sin^2\theta\,dE$, and thus
$$s=\frac{m\sin^2\theta}{\hbar^2k_\parallel}=\frac{k_\parallel}{2E}. \tag{15}$$

For a free-electron final band with inner potential $V_0$, $E_f=\hbar^2(k_\parallel^2+k_\perp^2)/2m-V_0$ and $\hbar v_{f\parallel}=\hbar^2k_\parallel/m$. Then
$$D_f=1-\frac{\hbar^2k_\parallel^2}{2mE}=1-\sin^2\theta=\cos^2\theta. \tag{16}$$

## 5. Two-dimensional states

If $E_i$ does not depend on $k_\perp$ at all, $A_i$ leaves the integral (7). The remaining integral follows from the orthogonality of the exponentials in (5):
$$\frac{a}{2\pi}\int dk_\perp|M|^2=\sum_{n=0}^\infty e^{-2\kappa na}=\frac{1}{1-e^{-a/\lambda}}. \tag{17}$$
The photoelectron lifetime now sets how many layers contribute, and hence the intensity, but not the width. Apart from the slow energy dependence of this factor, the line is $A_i(k_\parallel(E),E-\hbar\omega)$. Equation (9) with $v_{i\perp}=0$ gives its width:
$$\Gamma_m^{\rm 2D}=\frac{\Gamma_i}{|D_i|}. \tag{18}$$
This is the hole width at normal emission or at fixed $k_\parallel$. At a fixed oblique angle, a two-dimensional state that disperses along the surface has an apparent width that differs from $\Gamma_i$ when $|D_i|\neq1$, because the scan moves along the band while crossing the line.

## 6. In what sense only two-dimensional states qualify

Take $D_i=D_f=1$ and subtract $\Gamma_i$ from (13). The sign of $1-r$ and the sign of $r$ distinguish three cases:
$$\Gamma_m-\Gamma_i=\begin{cases}\dfrac{r(\Gamma_i+\Gamma_f)}{1-r}, & 0<r<1,\\[2mm] \dfrac{|r|(\Gamma_f-\Gamma_i)}{1+|r|}, & r<0,\\[2mm] \dfrac{2\Gamma_i-r(\Gamma_i-\Gamma_f)}{r-1}, & r>1.\end{cases} \tag{19}$$
If the photoelectron is faster than the hole, $|r|<1$, and also broader, $\Gamma_f>\Gamma_i$, the first two lines are positive. Within the linear formula the hole width then appears only at $r=0$.

Outside that regime there are coincidences. The second line vanishes for $\Gamma_f=\Gamma_i$, and the third for $r=2\Gamma_i/(\Gamma_i-\Gamma_f)$, which requires $\Gamma_i>\Gamma_f$. Direct integration for linear bands confirms both: $r=-0.5$ with two widths of 0.2 eV gives 0.200 eV, and $r=4$ with $\Gamma_i=0.2$ eV and $\Gamma_f=0.1$ eV also gives 0.200 eV. These equalities depend on the value of $\Gamma_f$, since
$$\frac{\partial\Gamma_m}{\partial\Gamma_f}=\frac{|r|}{|D_i-rD_f|} \tag{20}$$
vanishes only at $r=0$. Independence from the photoelectron lifetime is thus the sharper criterion.

A long-lived photoelectron does not restore the hole width either. For $\Gamma_f\to0$, (14) tends to $\Gamma_i/|1-r|$, because $k_\perp$ still changes during the scan. With $\Gamma_i=0.05$ eV, $\Gamma_f=0.01$ eV and $r=-0.1504$, the formula gives $(0.05+0.0015)/1.1504=0.0448$ eV. The full integral (7) gives the same value, which is smaller than the hole width. This case has $\lambda\approx200$ nm and assumes that the light reaches deeper still. A light absorption length $\ell$ along the normal adds $1/2\ell$ to $\kappa$, which amounts to adding $\hbar v_{f\perp}/\ell$ to $\Gamma_f$. The line is then 0.050 eV wide for $\ell=50$ nm and 0.058 eV for $\ell=20$ nm, so it is narrower than $\Gamma_i$ only for $\ell$ above about 50 nm.

## 7. A band edge is not a two-dimensional state

At the edge of a three-dimensional band $v_{i\perp}=0$, and (13) returns $\Gamma_i$ at normal emission. But $k_\perp$ is still smeared, and the curvature turns this into an energy spread. Near a band bottom let $E_i=E_{\rm e}+cq^2$, where $c>0$ and $q$ is now the real distance of $k_\perp$ from the edge. Let $k_f$ lie at the edge, and neglect its small change across the line. With
$$\varepsilon=E-\hbar\omega-E_{\rm e},\qquad z=\varepsilon+\tfrac{i}{2}\Gamma_i,\qquad A_i=-\frac1\pi\,{\rm Im}\,\frac{1}{z-cq^2}, \tag{21}$$
the line is proportional to $-{\rm Im}\,J$, where
$$J=\int_{-\infty}^{\infty}dq\,\frac{\kappa/\pi}{q^2+\kappa^2}\,\frac{1}{z-cq^2}. \tag{22}$$

Set $P=\sqrt{z/c}$ with ${\rm Im}\,P>0$, so that $z-cq^2=c(P^2-q^2)$, and close the contour in the upper half-plane. The pole at $q=i\kappa$ gives the first term below. At $q=P$ the factor $1/(P^2-q^2)$ has residue $-1/2P$, which gives the second:
$$J=\frac{1}{c(P^2+\kappa^2)}-\frac{i\kappa}{cP(P^2+\kappa^2)}=\frac{P-i\kappa}{cP(P-i\kappa)(P+i\kappa)}=\frac{1}{z+ib\sqrt z}, \tag{23}$$
with $b=\kappa\sqrt c$. The last step uses $cP^2=z$ and $c\kappa P=b\sqrt z$.

At an edge, surface reflection cannot be treated as a small correction, because the waves at $q$ and $-q$ are both near resonance. For a hard wall the hole states are standing waves, $\sin qx$ at depth $x$ apart from a sign, constant or alternating from layer to layer, that they share with the photoelectron wave. For small $\kappa a$ and $qa$ the layer sum becomes
$$\int_0^\infty dx\,e^{-\kappa x}\sin qx=\frac{q}{q^2+\kappa^2}. \tag{24}$$
The weight in (22) is then replaced by
$$\frac{q^2}{(q^2+\kappa^2)^2}=\frac{1}{q^2+\kappa^2}-\frac{\kappa^2}{(q^2+\kappa^2)^2}. \tag{25}$$
Let $H(\kappa)=\pi J/\kappa=\pi/[c\kappa P(P+i\kappa)]$ be the integral with weight $1/(q^2+\kappa^2)$. Its derivative with respect to $\kappa$ brings down $-2\kappa/(q^2+\kappa^2)^2$, so the integral with weight (25) is
$$H+\frac{\kappa}{2}\frac{dH}{d\kappa}=\frac{\pi}{c\kappa P}\,\frac{2(P+i\kappa)-(P+2i\kappa)}{2(P+i\kappa)^2}=\frac{\pi}{2\kappa}\,\frac{1}{(\sqrt z+ib)^2}. \tag{26}$$
Both lines reduce to the Lorentzian $-{\rm Im}(1/z)$, of width $\Gamma_i$, when $b^2=c\kappa^2\ll\Gamma_i$. The hole width is recovered when the band is flat over the smeared range of $k_\perp$. For these two lines the approach is slow, because the leading correction to the width is of first order in $b/\sqrt{\Gamma_i}$: at $b^2=0.01\,\Gamma_i$ the line is still about 6% wider than $\Gamma_i$ for (23) and 12% for (26). This depends on the surface. If the standing wave has zero slope there, $\cos qx$, the weight is $\kappa^2/(q^2+\kappa^2)^2$ and the integral is $-\tfrac{\kappa}{2}\,dH/d\kappa\propto(\sqrt z+2ib)/[\sqrt z\,(\sqrt z+ib)^2]$. The first-order term then cancels, and the excess at $b^2=0.01\,\Gamma_i$ is only 0.3%. The weight in (22) is the sum of the sine and cosine weights.

## 8. Worked example

Consider a model layered crystal with
$$E_i=-6\ {\rm eV}+2t\cos(k_\perp a)+\hbar v_{i\parallel}(k_\parallel-k_{\parallel0}), \tag{27}$$
$t=0.5$ eV, $a=0.30$ nm, $V_0=12$ eV, $\Gamma_i=0.1$ eV and $\Gamma_f=2$ eV. The final band is free-electron-like, with $\hbar^2/2m=0.0381$ eV nm².

**Falling band, normal emission.** Choose $k_\perp a=2.5\pi$, so $k_\perp=26.18$ nm⁻¹. The kinetic energy is $0.0381\times26.18^2-12=14.11$ eV. The band lies at $-6$ eV there, so the photon energy is 20.11 eV. The velocities are
$$\hbar v_{i\perp}=-2ta\sin(2.5\pi)=-0.300\ {\rm eV\,nm},\qquad \hbar v_{f\perp}=2(0.0381)(26.18)=1.995\ {\rm eV\,nm}.$$
Hence $r=-0.150$, $\lambda=1.995/2\approx1.00$ nm, and
$$\Gamma_m=\frac{0.1+0.1504\times2}{1+0.1504}=0.087+0.261=0.348\ {\rm eV}.$$
Three quarters of the linewidth comes from the photoelectron, although the hole moves at only 15% of its speed. Read as a hole width, the line would be wrong by a factor of 3.5. Solving (13) for $\Gamma_i$ shows that an error of 0.2 eV in $\Gamma_f$ shifts the inferred hole width by $0.15\times0.2=0.03$ eV, or 30% of $\Gamma_i$.

**Rising band, normal emission.** At a photon energy of 45.18 eV the transition moves to $k_\perp a=3.5\pi$, with $r=+0.107$. Then $\Gamma_m=(0.1+0.215)/(1-0.107)=0.353$ eV. The photoelectron is faster, which lowers $|r|$ and the numerator, but $r$ is now positive, and the smaller denominator slightly more than compensates.

The full integral (7) gives 0.354 and 0.357 eV for these two lines, less than 2% above the formula. A slab calculation that includes reflection at an ideally truncated surface gives 0.345 and 0.350 eV, about 1% below it. Shifting the on-site energy of the first layer by $\pm0.9t$ changes these to 0.357 and 0.358 eV. With both widths made twenty times smaller, the largest deviation of the full integral from (13), over $k_\perp a=2.5\pi$, $3.3\pi$, $3.5\pi$ and four scan geometries, is 0.004% of the formula value. It grows towards a band edge, to 0.05% at $3.1\pi$ and 1.6% at $3.02\pi$. This supports (13) as the narrow-width limit.

**Two-dimensional state.** Setting $t=0$ gives 0.100 eV at normal emission for $\Gamma_f=0.5$, 2 and 4 eV alike. At a fixed angle of $30^\circ$ and the same $k_\perp$, the kinetic energy is $14.11/\cos^230^\circ=18.82$ eV and $k_\parallel=11.11$ nm⁻¹. For $\hbar v_{i\parallel}=\pm0.6$ eV nm,
$$D_i=1\mp\frac{0.6\times11.11}{2\times18.82}=0.823\ \text{or}\ 1.177,$$
so the apparent widths are 0.122 and 0.085 eV, as the full integral confirms. Neither is the hole width.

**Falling band at $30^\circ$.** Restoring $t=0.5$ eV with $\hbar v_{i\parallel}=+0.6$ eV nm leaves $r$ unchanged, and $D_f=0.75$. Then $\Gamma_m=0.4008/(0.823+0.150\times0.75)=0.428$ eV, against 0.436 eV from the full integral and 0.424 eV from the slab.

**Band edge.** At $k_\perp a=3\pi$ the cosine has its minimum, with $c=ta^2=0.045$ eV nm². Here $\lambda=1.197$ nm, so $b=\sqrt{0.045}/(2\times1.197)=0.0886$ eV$^{1/2}$. The linear formula gives 0.100 eV. Equations (23) and (26) give 0.117 and 0.140 eV, and the corresponding bulk and slab calculations for the cosine band give 0.1174 and 0.1395 eV. Zero perpendicular velocity at one point thus leaves an excess over $\Gamma_i$ of 17% when reflection is neglected and about 40% for a hard wall. These two values do not bound the effect. Lowering the on-site energy of the first layer by $0.5t$, $0.8t$ and $t$ gives 0.131, 0.116 and 0.104 eV, the last being the zero-slope surface. The numerical output lists the intermediate values for each case.

## Computed values

```
layer spacing 0.30 nm, inner potential 12.0 eV
band centre -6.0 eV from vacuum, hopping 0.50 eV
hole width 0.100 eV, photoelectron width 2.000 eV
hbar^2/2m = 0.038100 eV nm^2
[3D falling band, normal]
  photon 20.11 eV, kinetic 14.11 eV, k_perp 26.18 /nm, k_par 0.00 /nm
  hbar v_i_perp -0.300 eV nm, hbar v_f_perp 1.995 eV nm, r -0.1504, escape 0.997 nm
  Di 1.0000, Df 1.0000, hole part 0.0869 eV, photoelectron part 0.2614 eV
  FWHM: formula 0.3484 eV, bulk sum 0.3544 eV, slab 0.3450 eV
[3D rising band, normal]
  photon 45.18 eV, kinetic 39.18 eV, k_perp 36.65 /nm, k_par 0.00 /nm
  hbar v_i_perp 0.300 eV nm, hbar v_f_perp 2.793 eV nm, r 0.1074, escape 1.396 nm
  Di 1.0000, Df 1.0000, hole part 0.1120 eV, photoelectron part 0.2407 eV
  FWHM: formula 0.3527 eV, bulk sum 0.3566 eV, slab 0.3497 eV
[3D band edge, normal]
  photon 32.60 eV, kinetic 25.60 eV, k_perp 31.42 /nm, k_par 0.00 /nm
  hbar v_i_perp -0.000 eV nm, hbar v_f_perp 2.394 eV nm, r -0.0000, escape 1.197 nm
  Di 1.0000, Df 1.0000, hole part 0.1000 eV, photoelectron part 0.0000 eV
  FWHM: formula 0.1000 eV, bulk sum 0.1174 eV, slab 0.1395 eV
[2D state, normal]
  photon 20.11 eV, kinetic 14.11 eV, k_perp 26.18 /nm, k_par 0.00 /nm
  hbar v_i_perp 0.000 eV nm, hbar v_f_perp 1.995 eV nm, r 0.0000, escape 0.997 nm
  Di 1.0000, Df 1.0000, hole part 0.1000 eV, photoelectron part 0.0000 eV
  FWHM: formula 0.1000 eV, bulk sum 0.1000 eV, slab 0.1000 eV
[2D state, 30 deg, hbar v_par=+0.6 eV nm]
  photon 24.82 eV, kinetic 18.82 eV, k_perp 26.18 /nm, k_par 11.11 /nm
  hbar v_i_perp 0.000 eV nm, hbar v_f_perp 1.995 eV nm, r 0.0000, escape 0.997 nm
  Di 0.8228, Df 0.7500, hole part 0.1215 eV, photoelectron part 0.0000 eV
  FWHM: formula 0.1215 eV, bulk sum 0.1215 eV, slab 0.1215 eV
[2D state, 30 deg, hbar v_par=-0.6 eV nm]
  photon 24.82 eV, kinetic 18.82 eV, k_perp 26.18 /nm, k_par 11.11 /nm
  hbar v_i_perp 0.000 eV nm, hbar v_f_perp 1.995 eV nm, r 0.0000, escape 0.997 nm
  Di 1.1772, Df 0.7500, hole part 0.0850 eV, photoelectron part 0.0000 eV
  FWHM: formula 0.0850 eV, bulk sum 0.0850 eV, slab 0.0850 eV
[3D falling, 30 deg, hbar v_par=+0.6 eV nm]
  photon 24.82 eV, kinetic 18.82 eV, k_perp 26.18 /nm, k_par 11.11 /nm
  hbar v_i_perp -0.300 eV nm, hbar v_f_perp 1.995 eV nm, r -0.1504, escape 0.997 nm
  Di 0.8228, Df 0.7500, hole part 0.1069 eV, photoelectron part 0.3215 eV
  FWHM: formula 0.4283 eV, bulk sum 0.4358 eV, slab 0.4241 eV
edge parameter b = 0.0886 eV^0.5
edge closed forms: bulk 0.1170 eV, hard wall 0.1403 eV
2D FWHM for photoelectron widths 0.5, 2, 4 eV: 0.1000, 0.1000, 0.1000 eV
hole 0.05 eV, photoelectron 0.01 eV, falling band: FWHM 0.0448 eV
coincidence r=4, widths 0.2 and 0.1 eV: 0.2000 eV
coincidence r=-0.5, widths 0.2 and 0.2 eV: 0.2000 eV
largest formula error, narrow widths: 0.004 %
```
